# Adjoint forces for equilibrated charges in a nonvariational energy, part 1

(Sections cited here and not found follow in the second part.)

## 1. Two atoms

Two atoms at distance $r$ carry charges $q_1$ and $q_2$ with a fixed sum $Q$. The algebra is in atomic units, and a charge is positive when the atom has lost electrons. The charges are fixed by minimising an auxiliary function

$$E_Q=\chi_1q_1+\chi_2q_2+\tfrac12A_{11}q_1^2+\tfrac12A_{22}q_2^2+\phi\,q_1q_2 ,$$

in which the electronegativities $\chi_1(r),\chi_2(r)$ and the interaction $\phi(r)$ depend on $r$, while $A_{11}$ and $A_{22}$ are constants. The energy that moves the atoms is a different function $E(r,q_1,q_2)$, and the wanted quantity is $dE/dr$ with the charges following their minimum.

Put $q_1=x$ and $q_2=Q-x$, so that the constraint holds for every $x$. Since $dq_2/dx=-1$, the condition $\partial E_Q/\partial x=0$ reads

$$\chi_1-\chi_2+A_{11}q_1-A_{22}q_2+\phi\,(q_2-q_1)=0. \tag{1}$$

Equation (1) holds at every $r$, so its total derivative with respect to $r$ vanishes. A prime denotes $d/dr$, and $q_1'=x'$, $q_2'=-x'$. The terms in $x'$ are $A_{11}x'+A_{22}x'-2\phi x'$, and the others come from the explicit dependence on $r$:

$$\kappa\,x'=-\big[\chi_1'-\chi_2'+\phi'(q_2-q_1)\big],\qquad \kappa=A_{11}+A_{22}-2\phi. \tag{2}$$

Here $\kappa=\partial^2E_Q/\partial x^2$ is the stiffness against charge transfer, which must be positive for (1) to be a minimum. With $g_i=\partial E/\partial q_i$ the chain rule gives $dE/dr=\partial E/\partial r+g_1x'-g_2x'$, and inserting (2),

$$\frac{dE}{dr}=\frac{\partial E}{\partial r}-(g_1-g_2)\,\frac1\kappa\,\big[\chi_1'-\chi_2'+\phi'(q_2-q_1)\big]. \tag{3}$$

The last term is a product of three factors, and the division by $\kappa$ can be attached to either neighbour. Attached to the bracket, it produces $x'$, which must be recomputed for every variable with respect to which one differentiates. Attached to $g_1-g_2$, it produces

$$\lambda_1=-\lambda_2=\frac{g_1-g_2}{\kappa}, \tag{4}$$

which contains no derivative with respect to $r$ and serves for all such variables at once. In terms of it the last term of (3) is $-\lambda_1(\chi_1'+\phi'q_2)-\lambda_2(\chi_2'+\phi'q_1)$. For $N$ atoms the division by $\kappa$ becomes the solution of a linear system, and the choice between the two groupings becomes the choice between $3N$ solves and one.

If $E$ is $E_Q$ itself, then $g_1-g_2$ is the left side of (1), so $\lambda_1=0$ and the force needs no charge response. Equation (3) was tested symbolically, against differentiation after explicit substitution of $x(r)$, for an energy cubic in the charges with arbitrary functions of $r$ as coefficients.

## 2. Gaussian charges and the matrix $A$

Take a finite cluster of $N$ atoms at positions $\mathbf R_i$, with no external field. Atom $i$ carries the density $q_i\rho_i(\mathbf x)$ with

$$\rho_i(\mathbf x)=(2\pi\sigma_i^2)^{-3/2}e^{-|\mathbf x-\mathbf R_i|^2/2\sigma_i^2},\qquad \tilde\rho_i(\mathbf k)=e^{-k^2\sigma_i^2/2-i\mathbf k\cdot\mathbf R_i},$$

where $\tilde\rho_i$ is the Fourier transform and the width $\sigma_i$ does not depend on the positions. The transform of $1/|\mathbf x|$ is $4\pi/k^2$, because $\nabla^2(1/|\mathbf x|)=-4\pi\delta(\mathbf x)$. The Coulomb integral of two unit Gaussians is therefore

$$C_{ij}=\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}\,\tilde\rho_i^{\,*}\tilde\rho_j=\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}\,e^{-k^2\gamma_{ij}^2/2}\,e^{i\mathbf k\cdot(\mathbf R_i-\mathbf R_j)}, \tag{5}$$

with $\gamma_{ij}^2=\sigma_i^2+\sigma_j^2$. The integral of the plane wave over the directions of $\mathbf k$ is $4\pi\sin(kr)/(kr)$ with $r=r_{ij}=|\mathbf R_i-\mathbf R_j|$. The factor $k^2$ of the volume element cancels $1/k^2$, and the prefactor is $(4\pi)^2/(2\pi)^3=2/\pi$:

$$C_{ij}=\frac2\pi\int_0^\infty\!dk\;e^{-k^2\gamma^2/2}\,\frac{\sin kr}{kr}. \tag{6}$$

To evaluate (6), multiply by $r$ and differentiate, which turns $\sin(kr)/k$ into $\cos kr$. Completing the square gives $\int_0^\infty e^{-k^2\gamma^2/2}\cos kr\,dk=\tfrac12\sqrt{2\pi}\,\gamma^{-1}e^{-r^2/2\gamma^2}$, so $d(rC)/dr=\sqrt{2/\pi}\,\gamma^{-1}e^{-r^2/2\gamma^2}$. This is also the derivative of $\operatorname{erf}(r/\sqrt2\gamma)$, and both functions vanish at $r=0$. For $i=j$ one has $r=0$ and $\gamma^2=2\sigma_i^2$, and (6) is $(2/\pi)\cdot\sqrt\pi/(2\sigma_i)$. Hence

$$C_{ij}=\phi_{ij}=\frac{\operatorname{erf}(r_{ij}/\sqrt2\gamma_{ij})}{r_{ij}}\quad(i\ne j),\qquad C_{ii}=\frac1{\sigma_i\sqrt\pi}. \tag{7}$$

For $r\gg\gamma$ the interaction tends to $1/r$. Both forms in (7) were tested against quadrature of (6).

For any real vector $x$, equation (5) gives

$$x^TCx=\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}\Big|\sum_ix_i\tilde\rho_i(\mathbf k)\Big|^2\ge0 ,$$

which is twice the electrostatic energy of the density $\sum_ix_i\rho_i$. Let $J$ be the diagonal matrix of constant atomic hardnesses $J_i>0$, with smallest entry $J_{\min}$, and define $A=C+J$. Then $A$ is symmetric and

$$x^TAx\ge x^TJx\ge J_{\min}|x|^2, \tag{8}$$

so $A$ is positive definite at every geometry, with no eigenvalue below $J_{\min}$.

## 3. Charge equilibration

Collect the charges in a vector $q$, write $\mathbf 1$ for the vector with all components equal to one, and let $R$ stand for all $3N$ coordinates. The charges minimise

$$E_Q(R,q)=\chi(R)^Tq+\tfrac12q^TA(R)\,q\qquad\text{subject to}\qquad\mathbf 1^Tq=Q.$$

The gradient of $E_Q$ with respect to $q$ is $\chi+Aq$, since $A$ is symmetric. At a constrained stationary point it must be orthogonal to every change $d$ with $\mathbf 1^Td=0$, which means that it is a multiple $\mu\mathbf 1$ of $\mathbf 1$:

$$Aq-\mu\mathbf 1=-\chi,\qquad\mathbf 1^Tq=Q,\qquad\text{or}\qquad M\begin{pmatrix}q\\-\mu\end{pmatrix}=\begin{pmatrix}-\chi\\Q\end{pmatrix},\quad M=\begin{pmatrix}A&\mathbf 1\\ \mathbf 1^T&0\end{pmatrix}. \tag{9}$$

Taking $-\mu$ as the last unknown makes $M$ symmetric. It is also nonsingular. If $Ax+y\mathbf 1=0$ and $\mathbf 1^Tx=0$, multiplication of the first equation by $x^T$ leaves $x^TAx=0$, so $x=0$ by (8), and then $y=0$. The solution is the minimum, because $E_Q(q+d)-E_Q(q)=d^T(\chi+Aq)+\tfrac12d^TAd=\mu\mathbf 1^Td+\tfrac12d^TAd$, which is positive for every nonzero $d$ with $\mathbf 1^Td=0$. The solution of (9) was tested against a numerical minimisation of $E_Q$. Since $M$ is invertible and its entries are smooth functions of the positions ($\operatorname{erf}(r/\sqrt2\gamma)/r$ is a power series in $r^2$, so this holds even at $r=0$), $q(R)$ is differentiable wherever $\chi(R)$ is.

## 4. The energy that moves the atoms

In a fourth-generation neural network potential the electronegativities are produced by one network from descriptors of the local environment, the charges follow from (9), and the energy is assembled from the electrostatic energy of these charges and from atomic energies given by a second network, which takes the local descriptors and the atomic charge as inputs. With one descriptor $G_i(R)$ per atom, which is enough to display every term,

$$E(R,q)=\underbrace{\tfrac12q^TC(R)\,q}_{E_{\rm elec}}+\underbrace{\sum_i\varepsilon_i(G_i,q_i)}_{E_{\rm short}},\qquad\chi_i=\chi_i(G_i). \tag{10}$$

The terms $\chi^Tq$ and $\tfrac12q^TJq$ of $E_Q$ are absent from (10), and $E_{\rm short}$ is absent from $E_Q$. The potential energy surface is $E(R,q(R))$. Sections 5 to 8 use nothing about $E$ beyond differentiability; the form (10) enters through its charge gradient

$$g=\frac{\partial E}{\partial q}=Cq+g^{\rm short},\qquad g^{\rm short}_i=\frac{\partial\varepsilon_i}{\partial q_i}. \tag{11}$$

From here on a prime denotes the derivative with respect to one Cartesian coordinate $R_{k\alpha}$ at fixed $Q$. The chain rule gives

$$-F_{k\alpha}=\frac{dE}{dR_{k\alpha}}=\frac{\partial E}{\partial R_{k\alpha}}\Big|_q+g^Tq'. \tag{12}$$

The first term is minus the frozen-charge force $F^0_{k\alpha}$ and the second is the response term. Differentiating the constraint gives $\mathbf 1^Tq'=0$, so the response term vanishes whenever $g$ is a multiple of $\mathbf 1$. For $E=E_Q$ this happens at every geometry, since $g=\chi+Aq=\mu\mathbf 1$ by (9). This is the variational case. For (10), write $Cq=Aq-Jq$ and use (9):

$$g=\mu\mathbf 1+\big(g^{\rm short}-\chi-Jq\big). \tag{13}$$

Nothing in the construction makes the bracket a multiple of $\mathbf 1$, and even with $E_{\rm short}=0$ the part $-\chi-Jq$ remains.

## 5. The direct route

Differentiate both equations (9) with respect to $R_{k\alpha}$. The product rule gives $A'q+Aq'-\mu'\mathbf 1=-\chi'$, and $Q'=0$:

$$Aq'-\mu'\mathbf 1=-b_{k\alpha},\qquad\mathbf 1^Tq'=0,\qquad b_{k\alpha}=\chi'+A'q. \tag{14}$$

The vector $b_{k\alpha}$ is the rate at which the atomic potentials $\chi+Aq$ change when the coordinate moves and the charges are held fixed. The charges respond so as to make these potentials equal again. Equation (14) has the matrix $M$ of (9) and a different right side for each of the $3N$ coordinates. Solving all of them gives the $N\times3N$ matrix $\partial q_i/\partial R_{k\alpha}$, of which (12) uses the single contraction with $g$. The solutions of (14) were tested against finite differences of $q(R)$.

## 6. The adjoint route

Define a vector $\lambda$ and a number $\nu$ by

$$A\lambda+\nu\mathbf 1=g,\qquad\mathbf 1^T\lambda=0,\qquad\text{or}\qquad M\begin{pmatrix}\lambda\\ \nu\end{pmatrix}=\begin{pmatrix}g\\0\end{pmatrix}. \tag{15}$$

The solution exists and is unique because $M$ is nonsingular, and it carries no index $k\alpha$. Insert the first equation of (15) into the response term:

$$g^Tq'=(A\lambda+\nu\mathbf 1)^Tq'=\lambda^TA^Tq'+\nu\,\mathbf 1^Tq'=\lambda^TAq'.$$

The last step used $A^T=A$ and $\mathbf 1^Tq'=0$. Now replace $Aq'$ by means of (14):

$$\lambda^TAq'=\lambda^T\big(\mu'\mathbf 1-b_{k\alpha}\big)=\mu'\,\mathbf 1^T\lambda-\lambda^Tb_{k\alpha}=-\lambda^Tb_{k\alpha},$$

where $\mathbf 1^T\lambda=0$ removed the unknown $\mu'$. Neither $q'$ nor $\mu'$ remains, and (12) becomes

$$\frac{dE}{dR_{k\alpha}}=\frac{\partial E}{\partial R_{k\alpha}}\Big|_q-\lambda^T\Big(\frac{\partial\chi}{\partial R_{k\alpha}}+\frac{\partial A}{\partial R_{k\alpha}}\,q\Big). \tag{16}$$

No approximation was made between (12) and (16). In matrix form, (14) says that $(q',-\mu')$ is $-M^{-1}(b,0)$, so the response term is $-(g,0)^TM^{-1}(b,0)$. The direct route applies $M^{-1}$ to the right, once per coordinate. The adjoint route applies it to the left, where it gives $[M^{-T}(g,0)]^T$, and $M^{-T}=M^{-1}$ by symmetry. For $N=2$, put $\lambda_2=-\lambda_1$ in (15). The two rows are $(A_{11}-\phi)\lambda_1+\nu=g_1$ and $(\phi-A_{22})\lambda_1+\nu=g_2$, and their difference is (4).

## 7. What $\lambda$ is

Compare (15) with (9). The vector $\lambda$ solves an equilibration problem with total charge zero and with $-g$ in the place of $\chi$. It has the dimension of charge. It is the neutral charge pattern that the equilibration model would set up if the slope of $E$ were its driving potential with the sign reversed: it minimises $-g^T\lambda+\tfrac12\lambda^TA\lambda$ over neutral vectors.

Adding a constant to all components of $g$ does not change $\lambda$. If $(\lambda,\nu)$ solves (15), then $(\lambda,\nu+c)$ solves it for $g+c\mathbf 1$, and the solution is unique. By (13), the reduced source $g^{\rm short}-\chi-Jq$ therefore yields the same $\lambda$, with $\nu$ replaced by $\nu-\mu$. This source is assembled atom by atom, without evaluating the long-range potential $Cq$, but it relies on $q$ satisfying (9). Forces from the reduced source were tested against finite differences of the energy. In the variational case $g=\mu\mathbf 1$, and the unique solution is $\lambda=0$, $\nu=\mu$. The test for this case is that the frozen-charge force of $E_Q$ equals the finite-difference force of its minimum value.

The size of $\lambda$ is bounded by the spread of $g$. Let $P=I-\mathbf 1\mathbf 1^T/N$ be the projector that subtracts the mean. Multiply (15) by $\lambda^T$ and use $\mathbf 1^T\lambda=0$, which also means $P\lambda=\lambda$: $\lambda^TA\lambda=\lambda^Tg=\lambda^TPg\le|\lambda|\,|Pg|$ by the Cauchy–Schwarz inequality. If $a_{\min}\ge J_{\min}$ is the smallest eigenvalue of $A$, the left side is at least $a_{\min}|\lambda|^2$, so

$$|\lambda|\le\frac{|Pg|}{a_{\min}}\le\frac{|Pg|}{J_{\min}}. \tag{17}$$

When all $J_i$ are made large at fixed $g$, the bound sends $\lambda$ to zero. Multiplying (14) by $q'^T$ gives in the same way $|q'|\le|Pb_{k\alpha}|/J_{\min}$, so hard atoms exchange little charge when they move.

## 8. The Lagrangian and other derivatives

The same result follows from a function that is stationary in all auxiliary variables. Treat $q,\mu,\lambda,\nu$ as independent and define

$$L=E(R,q)-\lambda^T\big(Aq+\chi-\mu\mathbf 1\big)-\nu\big(\mathbf 1^Tq-Q\big). \tag{18}$$

Its partial derivatives are

$$\frac{\partial L}{\partial\lambda}=-(Aq+\chi-\mu\mathbf 1),\quad\frac{\partial L}{\partial\nu}=Q-\mathbf 1^Tq,\quad\frac{\partial L}{\partial q}=g-A\lambda-\nu\mathbf 1,\quad\frac{\partial L}{\partial\mu}=\mathbf 1^T\lambda.$$

The first two vanish by (9) and the last two by (15). On the solution both brackets in (18) are zero, so $L=E$ for every value of any parameter $p$ of the model. In the total derivative of $L$ the terms with $dq/dp$, $d\mu/dp$, $d\lambda/dp$ and $d\nu/dp$ are multiplied by these vanishing partial derivatives, which leaves

$$\frac{dE}{dp}=\frac{\partial L}{\partial p}=\frac{\partial E}{\partial p}-\lambda^T\Big(\frac{\partial\chi}{\partial p}+\frac{\partial A}{\partial p}q\Big)+\nu\frac{\partial Q}{\partial p}. \tag{19}$$

For $p=R_{k\alpha}$ this is (16). The energy (10) has no explicit dependence on $Q$, on an additive constant $\chi^0_k$ in $\chi_k$, or on $J_k$. The derivative $\partial\chi/\partial\chi^0_k$ has a single one in place $k$, and $\partial A/\partial J_k$ has a single one in place $kk$. Hence

$$\frac{dE}{dQ}=\nu,\qquad\frac{dE}{d\chi^0_k}=-\lambda_k,\qquad\frac{dE}{dJ_k}=-\lambda_kq_k. \tag{20}$$

All three were tested against finite differences. The first shows that the slope of the model energy with respect to the total charge is $\nu$. The multiplier $\mu$ is the corresponding slope of the minimum of $E_Q$, which is the variational case $\nu=\mu$ of the same formula. The second gives $\lambda_k$ an operational meaning: it is minus the change of the final energy per unit shift of the electronegativity of atom $k$.

# Part II. Working forces, errors, cost and an example

## 9. Symbols and results carried over

There are $N$ atoms at $\mathbf R_i$ with charges $q_i$ of fixed sum $Q$. The symmetric matrix $A=C+J$ has $C_{ij}=\phi_{ij}=\operatorname{erf}(r_{ij}/\sqrt2\gamma_{ij})/r_{ij}$ for $i\ne j$ with $\gamma_{ij}^2=\sigma_i^2+\sigma_j^2$, $C_{ii}=1/(\sigma_i\sqrt\pi)$, and $J$ diagonal and positive. The charges solve $Aq-\mu\mathbf 1=-\chi$, $\mathbf 1^Tq=Q$ (9), with bordered matrix $M$. The energy is $E=\tfrac12q^TCq+\sum_i\varepsilon_i(G_i,q_i)$ with $\chi_i=\chi_i(G_i)$ (10), and $g=\partial E/\partial q=\mu\mathbf 1+g^{\rm short}-\chi-Jq$ (13). The adjoint pair solves $A\lambda+\nu\mathbf 1=g$, $\mathbf 1^T\lambda=0$ (15). The force is $F=F^0+\lambda^T(\chi'+A'q)$ (16), where $F^0=-\partial E/\partial R|_q$ and equivalently $F=F^0-g^Tq'$ (12). The Lagrangian $L$ is (18), and $P$ subtracts the mean of a vector.

A single adjoint solve, (15), supplies the charge response in all $3N$ force components, and the same $\lambda$ and $\nu$ give the derivatives of the energy with respect to the model parameters. What remains is to write the force as a sum over pairs, to examine the errors, the cost and the conditions of validity, and to work through an example.
